# Electric and magnetic multipole photons, and why none has J = 0: a program that tests the result

```python
"""
Result under test: every one-photon state of the free field is a superposition of
electric (E) and magnetic (M) multipole modes with J = l = 1, 2, 3, ...;
parity is (-1)^J for E and (-1)^(J+1) for M; no one-photon state has J = 0.

Atomic units with 4*pi*eps0 = 1 and c = 1/alpha.  Symbols:
  Y_lm  spherical harmonic;  X_lm = L Y_lm / sqrt(l(l+1)),  L = -i r x grad
  M mode: j_l(kr) X_lm;      E mode: (1/k) curl of the M mode
  J = L + S generates u(r) -> R u(R^-1 r);  parity acts as u(r) -> -u(-r)
Energies are printed in eV and lengths in angstrom.
"""
from math import factorial
import numpy as np
from scipy.constants import angstrom, fine_structure, physical_constants
from scipy.linalg import block_diag, null_space
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from scipy.special import lpmv, spherical_jn

c = 1 / fine_structure
bohr = physical_constants["Bohr radius"][0] / angstrom
hartree = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def harmonic(l, m, p):
    """Y_lm in the direction of the points p, Condon-Shortley phase."""
    if abs(m) > l:
        return np.zeros(p.shape[:-1], complex)
    a = abs(m)
    cosine = np.clip(p[..., 2] / np.linalg.norm(p, axis=-1), -1, 1)
    phi = np.arctan2(p[..., 1], p[..., 0])
    size = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - a) / factorial(l + a))
    y = size * lpmv(a, l, cosine) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1)**a * np.conj(y)


def vector_harmonic(l, m, p):
    """X_lm built with the ladder operators of L."""
    up = np.sqrt(l*(l + 1) - m*(m + 1)) * harmonic(l, m + 1, p)
    down = np.sqrt(l*(l + 1) - m*(m - 1)) * harmonic(l, m - 1, p)
    parts = [(up + down) / 2, (up - down) / 2j, m * harmonic(l, m, p)]
    return np.stack(parts, axis=-1) / np.sqrt(l*(l + 1))


def mode(kind, l, m, k, p):
    """Closed form of the multipole mode without normalization factor."""
    r = np.linalg.norm(p, axis=-1, keepdims=True)
    x, n = k * r, p / r
    bessel = spherical_jn(l, x)
    tangential = vector_harmonic(l, m, p)
    if kind == "M":
        return bessel * tangential
    slope = bessel + x * spherical_jn(l, x, derivative=True)
    y = np.expand_dims(harmonic(l, m, p), -1)
    return (1j * np.sqrt(l*(l + 1)) * bessel / x * y * n
            + slope / x * np.cross(n, tangential))


def expected_parity(kind, l):
    return (-1)**l if kind == "E" else (-1)**(l + 1)


def measured_parity(kind, l, m, k, p):
    u = mode(kind, l, m, k, p)
    return (np.vdot(u, -mode(kind, l, m, k, -p)) / np.vdot(u, u)).real


def first_derivative(g, h):
    return (8*(g(h) - g(-h)) - (g(2*h) - g(-2*h))) / (12*h)


def second_derivative(g, h):
    return (16*(g(h) + g(-h)) - g(2*h) - g(-2*h) - 30*g(0.0)) / (12*h*h)


def jacobian(f, p):
    """Entry [j, i] is the derivative of component i along axis j."""
    return np.array([first_derivative(lambda s: f(p + s*e), 1e-3)
                     for e in np.eye(3)])


def curl(f, p):
    d = jacobian(f, p)
    return np.array([d[1, 2] - d[2, 1], d[2, 0] - d[0, 2], d[0, 1] - d[1, 0]])


def rotated(f, p, axis, angle):
    turn = Rotation.from_rotvec(angle * axis).as_matrix()
    return turn @ f(turn.T @ p)


# --- Modes: definition, transversality, curls, J^2, J_z and parity ---
point = np.array([0.7, -0.9, 1.3])
for l in (1, 2, 3):
    for m in range(-l, l + 1):
        gradient = jacobian(lambda q: harmonic(l, m, q), point)
        definition = -1j * np.cross(point, gradient) / np.sqrt(l*(l + 1))
        assert np.allclose(definition, vector_harmonic(l, m, point), atol=1e-8)
        for kind, partner in (("E", "M"), ("M", "E")):
            def u(q):
                return mode(kind, l, m, 1.0, q)
            assert abs(np.trace(jacobian(u, point))) < 1e-8
            assert np.allclose(curl(u, point), mode(partner, l, m, 1.0, point),
                               atol=1e-8)
            jz = 1j * first_derivative(
                lambda s: rotated(u, point, np.eye(3)[2], s), 5e-3)
            j2 = -sum(second_derivative(
                lambda s: rotated(u, point, e, s), 5e-3) for e in np.eye(3))
            assert np.allclose(jz, m * u(point), atol=1e-6)
            assert np.allclose(j2, l*(l + 1) * u(point), atol=1e-6)
            assert abs(measured_parity(kind, l, m, 1.0, point)
                       - expected_parity(kind, l)) < 1e-10

# --- Completeness: a plane wave in a general direction from l >= 1 only ---
direction = rng.normal(size=3)
direction /= np.linalg.norm(direction)
polar = rng.normal(size=3) + 1j * rng.normal(size=3)
polar -= direction * (direction @ polar)
polar /= np.linalg.norm(polar)
exact_wave = polar * np.exp(1j * direction @ point)
wave = np.zeros(3, complex)
wave_error = {}
for l in range(1, 21):
    for m in range(-l, l + 1):
        x_k = vector_harmonic(l, m, direction)
        wave += 4*np.pi * 1j**l * (
            np.vdot(x_k, polar) * mode("M", l, m, 1.0, point)
            + np.vdot(1j*np.cross(direction, x_k), polar)
            * mode("E", l, m, 1.0, point))
    wave_error[l] = np.linalg.norm(wave - exact_wave)
assert wave_error[20] < 1e-10

# --- Continuum normalization k*sqrt(2/pi), tested on a wave packet ---
dk, dr = 0.05, 0.05
ks = np.arange(0.5, 11.5 + dk/2, dk)[:, None]
rs = np.arange(dr, 25, dr)[None, :]
packet = np.exp(-(ks - 6)**2 / (2 * 0.7**2))
packet /= np.sqrt(np.sum(packet**2) * dk)
for l in (1, 2):
    x = ks * rs
    bes = spherical_jn(l, x)
    weight = packet * ks * np.sqrt(2/np.pi) * dk
    magnetic = np.sum(weight * bes, axis=0)
    radial = np.sum(weight * np.sqrt(l*(l + 1)) * bes / x, axis=0)
    tangent = np.sum(weight * (bes/x + spherical_jn(l, x, derivative=True)),
                     axis=0)
    assert abs(np.sum(rs[0]**2 * magnetic**2) * dr - 1) < 1e-7
    assert abs(np.sum(rs[0]**2 * (radial**2 + tangent**2)) * dr - 1) < 1e-7


# --- Count the transverse multiplets by diagonalization in k-space ---
def angular_matrices(l):
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(float)]


def angular_grid(n_theta, n_phi):
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*np.pi * np.arange(n_phi) / n_phi
    s = np.sqrt(1 - z**2)
    n = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                  np.outer(z, np.ones(n_phi))], axis=-1).reshape(-1, 3)
    return n, np.repeat(wz * 2*np.pi / n_phi, n_phi)


L_MAX = 4
unit, w_ang = angular_grid(12, 16)
labels = [(l, m) for l in range(L_MAX + 2) for m in range(-l, l + 1)]
values = np.array([harmonic(l, m, unit) for l, m in labels])
size = (L_MAX + 1)**2
radial_part = np.hstack([(values.conj() * w_ang * unit[:, i]) @ values[:size].T
                         for i in range(3)])
epsilon = np.zeros((3, 3, 3))
for a, b, d in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    epsilon[a, b, d], epsilon[a, d, b] = 1, -1
total_squared = np.zeros((3*size, 3*size), complex)
for a in range(3):
    orbital = block_diag(*[angular_matrices(l)[a] for l in range(L_MAX + 1)])
    total = np.kron(np.eye(3), orbital) + np.kron(-1j*epsilon[a], np.eye(size))
    total_squared += total @ total
orbital_l = np.tile([l for l, m in labels[:size]], 3)
parity_matrix = np.diag(-(-1.0)**orbital_l)

all_values, all_vectors = np.linalg.eigh(total_squared)
all_scalar = int(np.sum(np.abs(all_values) < 1e-8))
longitudinal = np.linalg.norm(radial_part @ all_vectors[:, 0])**2
assert all_scalar == 1 and abs(longitudinal - 1) < 1e-10

transverse = null_space(radial_part)
marked = transverse.conj().T @ (total_squared + 0.25*parity_matrix) @ transverse
marks, vectors = np.linalg.eigh(marked)
vectors = transverse @ vectors
j_found = np.rint((np.sqrt(1 + 4*np.rint(marks)) - 1) / 2).astype(int)
parity_found = np.sign(marks - np.rint(marks)).astype(int)
states, low_l_share = {}, {}
for J in range(L_MAX):
    for kind in "EM":
        chosen = (j_found == J) & (parity_found == expected_parity(kind, J))
        states[J, kind] = int(chosen.sum())
        assert states[J, kind] == (2*J + 1 if J > 0 else 0)
        if kind == "E" and J > 0:
            share = np.abs(vectors[:, chosen])**2
            low_l_share[J] = share[orbital_l == J - 1].sum() / chosen.sum()
            high = share[orbital_l == J + 1].sum() / chosen.sum()
            assert abs(low_l_share[J] - (J + 1)/(2*J + 1)) < 1e-10
            assert abs(high - J/(2*J + 1)) < 1e-10

# --- Two photons in the same E1 multiplet: bosonic states of total J ---
swap = np.eye(9).reshape(3, 3, 3, 3).transpose(1, 0, 2, 3).reshape(9, 9)
swap_values, swap_vectors = np.linalg.eigh(swap)
symmetric = swap_vectors[:, swap_values > 0]
pair_squared = np.zeros((9, 9), complex)
for matrix in angular_matrices(1):
    pair = np.kron(matrix, np.eye(3)) + np.kron(np.eye(3), matrix)
    pair_squared += pair @ pair
pair_values = np.linalg.eigvalsh(symmetric.T @ pair_squared @ symmetric)
pair_count = {J: int(np.sum(np.abs(pair_values - J*(J + 1)) < 1e-8))
              for J in (0, 1, 2)}
assert pair_count == {0: 1, 1: 0, 2: 5}

# --- Worked example: photons in an empty conducting sphere ---
radius_angstrom = 1000.0
radius = radius_angstrom / bohr
nodes, w_nodes = np.polynomial.legendre.leggauss(40)
r_nodes = radius * (nodes + 1) / 2
ball = (r_nodes[:, None, None] * unit[None]).reshape(-1, 3)
w_ball = np.outer(w_nodes * radius/2 * r_nodes**2, w_ang).ravel()


def wall_roots(kind, l, count):
    """Values of kR at which the tangential electric field vanishes at R."""
    def condition(x):
        j = spherical_jn(l, x)
        return j if kind == "M" else j + x*spherical_jn(l, x, derivative=True)
    grid = np.arange(0.5, 20, 0.05)
    f = condition(grid)
    starts = np.where(f[:-1] * f[1:] < 0)[0][:count]
    return [brentq(condition, grid[i], grid[i + 1], xtol=1e-13) for i in starts]


def unit_scale(kind, l, k):
    u = mode(kind, l, l, k, ball)
    return 1 / np.sqrt(np.sum(w_ball[:, None] * np.abs(u)**2))


def real_fields(p, kind, l, k, amplitudes, phase=0.7):
    """A, E, B of a classical field with mode amplitudes for m = -l..l."""
    partner = "M" if kind == "E" else "E"
    factor = unit_scale(kind, l, k) * np.exp(-1j*phase)
    terms = list(zip(range(-l, l + 1), amplitudes))
    u = factor * sum(a * mode(kind, l, m, k, p) for m, a in terms)
    curl_u = factor * k * sum(a * mode(partner, l, m, k, p) for m, a in terms)
    omega = c * k
    strength = 2 * np.sqrt(2*np.pi / omega)
    return (strength * u.real, strength * (1j*omega*u).real,
            strength * curl_u.real)


def energy_and_spin(kind, l, k, amplitudes):
    _, e, b = real_fields(ball, kind, l, k, amplitudes)
    energy = np.sum(w_ball[:, None] * (e**2 + c**2 * b**2)) / (8*np.pi)
    density = np.cross(ball, np.cross(e, b)) / (4*np.pi)
    return energy, w_ball @ density


cavity_modes = []
for l in (1, 2):
    for kind in "EM":
        for root in wall_roots(kind, l, 2):
            k = root / radius
            cavity_modes.append(unit_scale(kind, l, k) * mode(kind, l, 1, k, ball))
gram = np.array([[np.sum(w_ball[:, None] * u.conj() * v) for v in cavity_modes]
                 for u in cavity_modes])
assert np.allclose(gram, np.eye(len(cavity_modes)), atol=1e-9)

table = []
for l in (1, 2):
    for kind in "EM":
        root = wall_roots(kind, l, 1)[0]
        k = root / radius
        wall = mode(kind, l, l, k, radius * unit)
        assert np.max(np.abs(np.cross(unit, wall))) < 1e-10
        mixed = rng.normal(size=2*l + 1) + 1j*rng.normal(size=2*l + 1)
        mixed /= np.linalg.norm(mixed)
        energy, spin = energy_and_spin(kind, l, k, mixed)
        predicted = [np.vdot(mixed, s @ mixed).real for s in angular_matrices(l)]
        assert abs(energy / (c*k) - 1) < 1e-8
        assert np.allclose(spin, predicted, atol=1e-8)
        top = np.eye(2*l + 1)[-1]
        energy, spin = energy_and_spin(kind, l, k, top)
        assert abs(energy / (c*k) - 1) < 1e-8
        assert np.allclose(spin, [0, 0, l], atol=1e-8)
        table.append((kind, l, measured_parity(kind, l, l, 1.0, point), root,
                      c*k*hartree, energy*hartree, spin[2]))

# --- Surface term: an E1 field that does not meet the wall condition ---
k_off = 1.1 * wall_roots("E", 1, 1)[0] / radius
only_plus = np.array([0, 0, 1.0])
_, spin_off = energy_and_spin("E", 1, k_off, only_plus)
a_wall, e_wall, _ = real_fields(radius * unit, "E", 1, k_off, only_plus)
flux = np.sum(unit * e_wall, axis=1)
lever = np.cross(radius * unit, a_wall)[:, 2]
surface = radius**2 * np.sum(w_ang * flux * lever) / (4*np.pi)
assert abs(surface) > 1e-2
assert abs(spin_off[2] + surface - 1) < 1e-8

# --- Numbers for the text ---
print("Vector functions on the k-sphere, orbital L up to", L_MAX)
print("J=0 states before transversality (count):", all_scalar)
print(f"longitudinal share of that J=0 state: {longitudinal:.6f}")
for J in range(L_MAX):
    print(f"J={J}: transverse states, electric parity {states[J, 'E']}, "
          f"magnetic parity {states[J, 'M']}")
for J in low_l_share:
    print(f"electric J={J}: weight of L=J-1 {low_l_share[J]:.6f}, "
          f"of L=J+1 {1 - low_l_share[J]:.6f}")
print(f"Plane wave rebuilt at kr = {np.linalg.norm(point):.4f} (no unit)")
for l in (1, 2, 4, 8):
    print(f"error of unit-amplitude wave, l up to {l}: {wave_error[l]:.2e}")
for J in pair_count:
    print(f"two photons in one E1 multiplet, states with J={J}: {pair_count[J]}")
print(f"Sphere radius: {radius_angstrom:.1f} angstrom")
print(f"hbar*c: {c*hartree*bohr:.4f} eV angstrom")
for kind, l, parity, root, photon, energy, spin_z in table:
    print(f"{kind}{l}: J={l}, parity {parity:+.0f}, kR={root:.6f}, "
          f"photon energy {photon:.4f} eV")
    print(f"   m={l}: integrated field energy {energy:.4f} eV, "
          f"J_z {spin_z:.6f} hbar")
print(f"lowest E1 photon energy: {table[0][4]/hartree:.6f} hartree")
print(f"lowest E1 free-space wavelength: "
      f"{2*np.pi*radius_angstrom/table[0][3]:.2f} angstrom")
print("E1 field, m=1, k raised 10 percent above the wall value:")
print(f"   volume J_z {spin_off[2]:.6f} hbar, surface term {surface:.6f} hbar")
print(f"   sum {spin_off[2] + surface:.6f} hbar")
print("verified")
```

Running it gives:

```
Vector functions on the k-sphere, orbital L up to 4
J=0 states before transversality (count): 1
longitudinal share of that J=0 state: 1.000000
J=0: transverse states, electric parity 0, magnetic parity 0
J=1: transverse states, electric parity 3, magnetic parity 3
J=2: transverse states, electric parity 5, magnetic parity 5
J=3: transverse states, electric parity 7, magnetic parity 7
electric J=1: weight of L=J-1 0.666667, of L=J+1 0.333333
electric J=2: weight of L=J-1 0.600000, of L=J+1 0.400000
electric J=3: weight of L=J-1 0.571429, of L=J+1 0.428571
Plane wave rebuilt at kr = 1.7292 (no unit)
error of unit-amplitude wave, l up to 1: 7.14e-01
error of unit-amplitude wave, l up to 2: 3.30e-01
error of unit-amplitude wave, l up to 4: 2.32e-02
error of unit-amplitude wave, l up to 8: 6.73e-06
two photons in one E1 multiplet, states with J=0: 1
two photons in one E1 multiplet, states with J=1: 0
two photons in one E1 multiplet, states with J=2: 5
Sphere radius: 1000.0 angstrom
hbar*c: 1973.2698 eV angstrom
E1: J=1, parity -1, kR=2.743707, photon energy 5.4141 eV
   m=1: integrated field energy 5.4141 eV, J_z 1.000000 hbar
M1: J=1, parity +1, kR=4.493409, photon energy 8.8667 eV
   m=1: integrated field energy 8.8667 eV, J_z 1.000000 hbar
E2: J=2, parity +1, kR=3.870239, photon energy 7.6370 eV
   m=2: integrated field energy 7.6370 eV, J_z 2.000000 hbar
M2: J=2, parity -1, kR=5.763459, photon energy 11.3729 eV
   m=2: integrated field energy 11.3729 eV, J_z 2.000000 hbar
lowest E1 photon energy: 0.198964 hartree
lowest E1 free-space wavelength: 2290.03 angstrom
E1 field, m=1, k raised 10 percent above the wall value:
   volume J_z 1.186124 hbar, surface term -0.186124 hbar
   sum 1.000000 hbar
verified
```
